# Translation of regular solid harmonics and the shift of multipole moments, part 1

(Sections cited here and not found follow in the second part.)

## 1. The difficulty

A multipole moment is defined relative to an origin. For the water molecule of Section 8 (Hartree–Fock level, cc-pVDZ basis), the axial quadrupole component $Q_{20}$ is $+0.034\ e\,\text{Å}^2$ about the oxygen nucleus and $-0.064\ e\,\text{Å}^2$ about a point only $0.116$ Å away on the symmetry axis. Whoever carries the first value to the second origin has the wrong size and the wrong sign. Without a shift rule, two sets of moments about different points cannot be compared, the moments of the parts of a system cannot be added, and every new origin needs new integrals over the density.

The moments are integrals of the charge density against polynomials $R_{LM}(\mathbf r-\mathbf O)$, so what is missing is an expression for $R_{LM}(\mathbf a+\mathbf b)$ in products $R(\mathbf a)R(\mathbf b)$.

## 2. Conventions and statement

Atomic units are used in the algebra, with $\mathbf L=-i\,\mathbf r\times\nabla$ and $L_\pm=L_x\pm iL_y$. The regular solid harmonics are taken in Racah normalisation,

$$R_{lm}(\mathbf r)=r^lC_{lm}(\hat{\mathbf r}),\qquad C_{lm}=\sqrt{\frac{4\pi}{2l+1}}\,Y_{lm},$$

with Condon–Shortley phases. Two properties fix them completely:

$$R_{l0}=r^lP_l(\cos\theta),\qquad L_\pm R_{lm}=\sqrt{(l\mp m)(l\pm m+1)}\;R_{l,m\pm1}.\tag{1}$$

For $l=1$: $R_{10}=z$, $R_{1,\pm1}=\mp(x\pm iy)/\sqrt2$. The result is

$$R_{LM}(\mathbf a+\mathbf b)=\sum_{l=0}^{L}\sum_{m}T^{LM}_{lm}\,R_{lm}(\mathbf a)\,R_{L-l,M-m}(\mathbf b),\qquad T^{LM}_{lm}=\sqrt{\binom{L+M}{l+m}\binom{L-M}{l-m}},\tag{2}$$

where $m$ runs over the values with $|m|\le l$ and $|M-m|\le L-l$. These are exactly the values for which both binomials are nonzero. For $0<l<L$ the square roots are not themselves Clebsch–Gordan coefficients; for every $l$ they are stretched ones times a factor independent of $m$ and $M$:

$$T^{LM}_{lm}=\sqrt{\binom{2L}{2l}}\;\langle l\,m;\,L-l,\,M-m\,|\,L\,M\rangle.\tag{3}$$

## 3. A generating function

**A null vector.** A power $(\mathbf n\cdot\mathbf r)^l$ of a linear form translates by the binomial theorem, so we look for a linear form whose powers contain all the $R_{lm}$. Since $\partial_i(\mathbf n\cdot\mathbf r)=n_i$, two differentiations give

$$\nabla^2(\mathbf n\cdot\mathbf r)^l=l(l-1)\,(\mathbf n\cdot\mathbf n)\,(\mathbf n\cdot\mathbf r)^{l-2},$$

and the power is harmonic if $\mathbf n\cdot\mathbf n=0$, which needs a complex $\mathbf n$. With two free parameters $\xi,\eta$, take

$$\mathbf n\cdot\mathbf r=\xi\eta\,z-\tfrac12\xi^2(x+iy)+\tfrac12\eta^2(x-iy).\tag{4}$$

The components are $n_x=\tfrac12(\eta^2-\xi^2)$, $n_y=-\tfrac i2(\xi^2+\eta^2)$, $n_z=\xi\eta$. Then $n_x^2+n_y^2=\tfrac14[(\eta^2-\xi^2)^2-(\eta^2+\xi^2)^2]=-\xi^2\eta^2$, which cancels $n_z^2$. The form (4) has degree 2 in $(\xi,\eta)$, so its $l$-th power has degree $2l$ and defines $2l+1$ polynomials $p_{lm}$:

$$\frac{(\mathbf n\cdot\mathbf r)^l}{l!}=\sum_{m=-l}^{l}\xi^{l+m}\eta^{l-m}\,p_{lm}(\mathbf r).\tag{5}$$

Each $p_{lm}$ is homogeneous of degree $l$ in $\mathbf r$. Each is harmonic, because the left side is harmonic for all $\xi,\eta$ and the monomials $\xi^{l+m}\eta^{l-m}$ are linearly independent.

**The value of $L_z$.** A term of the expanded power takes $u$ factors $\xi^2(x+iy)$, $v$ factors $\eta^2(x-iy)$ and $w$ factors $\xi\eta z$, with $u+v+w=l$. Its power of $\xi$ is $2u+w=l+(u-v)$, so $m=u-v$. Its dependence on the azimuth is $e^{i(u-v)\phi}$, because $x\pm iy=r\sin\theta\,e^{\pm i\phi}$. Hence $L_zp_{lm}=m\,p_{lm}$.

**The ladder operators.** From $L_x=-i(y\partial_z-z\partial_y)$ and $L_y=-i(z\partial_x-x\partial_z)$, $L_x$ maps $(x,y,z)$ to $(0,\,iz,\,-iy)$ and $L_y$ maps them to $(-iz,\,0,\,ix)$. So $L_-$ maps them to $(-z,\,iz,\,x-iy)$ and $L_+$ to $(z,\,iz,\,-x-iy)$, which gives

$$L_-z=x-iy,\quad L_-(x+iy)=-2z,\quad L_-(x-iy)=0,$$
$$L_+z=-(x+iy),\quad L_+(x+iy)=0,\quad L_+(x-iy)=2z.$$

Applying these to (4) and comparing with its derivatives in $\xi$ and $\eta$,

$$L_-(\mathbf n\cdot\mathbf r)=\xi\eta(x-iy)+\xi^2z=\xi\,\partial_\eta(\mathbf n\cdot\mathbf r),$$
$$L_+(\mathbf n\cdot\mathbf r)=-\xi\eta(x+iy)+\eta^2z=\eta\,\partial_\xi(\mathbf n\cdot\mathbf r).$$

All four operators are of first order, so on $(\mathbf n\cdot\mathbf r)^l$ each yields $l(\mathbf n\cdot\mathbf r)^{l-1}$ times its action on $\mathbf n\cdot\mathbf r$, and the equalities hold on (5). Now $\xi\partial_\eta$ turns $\xi^{l+m'}\eta^{l-m'}$ into $(l-m')\,\xi^{l+m'+1}\eta^{l-m'-1}$, which is the monomial of label $m$ when $m'=m-1$. Likewise $\eta\partial_\xi$ turns it into $(l+m')\,\xi^{l+m'-1}\eta^{l-m'+1}$, of label $m$ when $m'=m+1$. Comparing coefficients,

$$L_-p_{lm}=(l-m+1)\,p_{l,m-1},\qquad L_+p_{lm}=(l+m+1)\,p_{l,m+1}.\tag{6}$$

**Normalisation.** Write $p_{l0}=r^lf(\theta,\phi)$. With $\nabla^2=r^{-2}\partial_rr^2\partial_r-\mathbf L^2/r^2$, harmonicity reads $l(l+1)f=\mathbf L^2f$. Together with $L_zf=0$ this makes $f$ a multiple of $P_l(\cos\theta)$. On the $z$ axis (4) reduces to $\xi\eta z$, so $p_{l0}=z^l/l!$ there, and $P_l(1)=1$ gives $p_{l0}=R_{l0}/l!$.

Define $\tilde R_{lm}=\sqrt{(l+m)!\,(l-m)!}\;p_{lm}$, so that $\tilde R_{l0}=R_{l0}$. The first relation (6) becomes

$$L_-\tilde R_{lm}=(l-m+1)\sqrt{\frac{(l+m)!\,(l-m)!}{(l+m-1)!\,(l-m+1)!}}\;\tilde R_{l,m-1}=\sqrt{(l+m)(l-m+1)}\;\tilde R_{l,m-1},$$

because the ratio under the root is $(l+m)/(l-m+1)$. For the second relation the ratio is $(l+m)!(l-m)!/[(l+m+1)!(l-m-1)!]=(l-m)/(l+m+1)$, which gives $L_+\tilde R_{lm}=\sqrt{(l-m)(l+m+1)}\,\tilde R_{l,m+1}$. These are the recursions (1) with the same starting member, so $\tilde R_{lm}=R_{lm}$, phases included:

$$p_{lm}=\frac{R_{lm}}{\sqrt{(l+m)!\,(l-m)!}}.\tag{7}$$

One symmetry is needed later. For real $\mathbf r,\xi,\eta$, the complex conjugate of (4) equals $-1$ times (4) with $(\xi,\eta)\to(\eta,-\xi)$, as substitution shows. In (5) this reads $\sum_m\xi^{l+m}\eta^{l-m}p^*_{lm}=(-1)^l\sum_m\eta^{l+m}(-\xi)^{l-m}p_{lm}$. The coefficient of $\xi^{l-m}\eta^{l+m}$ gives $p^*_{l,-m}=(-1)^{2l-m}p_{lm}$, that is $R_{l,-m}=(-1)^mR^*_{lm}$.

## 4. The translation formula

The form (4) is linear in $\mathbf r$. The binomial theorem, with $\binom Ll/L!=1/[l!\,(L-l)!]$, gives

$$\frac{(\mathbf n\cdot\mathbf a+\mathbf n\cdot\mathbf b)^L}{L!}=\sum_{l=0}^L\frac{(\mathbf n\cdot\mathbf a)^l}{l!}\,\frac{(\mathbf n\cdot\mathbf b)^{L-l}}{(L-l)!}.$$

Insert (5) three times. The product of the term $m$ of the first factor with the term $\mu$ of the second carries $\xi^{l+m+L-l+\mu}\,\eta^{l-m+L-l-\mu}=\xi^{L+m+\mu}\eta^{L-m-\mu}$. Matching $\xi^{L+M}\eta^{L-M}$ sets $\mu=M-m$:

$$p_{LM}(\mathbf a+\mathbf b)=\sum_{l,m}p_{lm}(\mathbf a)\,p_{L-l,M-m}(\mathbf b).$$

In this normalisation every coefficient is 1. Inserting (7) and multiplying by $\sqrt{(L+M)!(L-M)!}$ gives the square of the coefficient of $R_{lm}R_{L-l,M-m}$:

$$T^2=\frac{(L+M)!}{(l+m)!\,(L-l+M-m)!}\cdot\frac{(L-M)!}{(l-m)!\,(L-l-M+m)!}.\tag{8}$$

In the first fraction the lower arguments add to $L+M$, and in the second to $L-M$, so these are the two binomials of (2). All factors are positive, and $T$ is the positive root.

Equation (2) is an identity between polynomials. It holds for all $\mathbf a$ and $\mathbf b$, with no condition on which is longer. The reason is that $R_{LM}$ has a terminating Taylor series; the decaying solutions $C_{lm}/r^{l+1}$ are singular at the origin, and their re-expansion is an infinite series with a convergence condition, as in Section 7.

Three limits can be checked by hand. For $\mathbf b=0$ only $l=L$, $m=M$ survives, with $T=1$. For both vectors along $z$, (5) shows that $R_{lm}=\delta_{m0}z^l$, and $T^{L0}_{l0}=\binom Ll$ returns $(a+b)^L$. For $L=2$, $M=0$, $R_{20}=z^2-\tfrac12(x^2+y^2)$ has the cross term $2a_zb_z-a_xb_x-a_yb_y$. Formula (2) has $T=2$ for $m=0$ and $T=1$ for $m=\pm1$, and

$$R_{11}(\mathbf a)R_{1,-1}(\mathbf b)+R_{1,-1}(\mathbf a)R_{11}(\mathbf b)=-\tfrac12\big[(a_x+ia_y)(b_x-ib_y)+\text{c.c.}\big]=-(a_xb_x+a_yb_y),$$

in agreement.

## 5. Stretched Clebsch–Gordan coefficients

**The coefficient.** The step from $|j,j-s\rangle$ to $|j,j-s-1\rangle$ under $J_-$ carries the factor $\sqrt{(2j-s)(s+1)}$. The product over $s=0,\dots,k-1$ is $\sqrt{k!\,(2j)!/(2j-k)!}$, so

$$J_-^k|j\,j\rangle=k!\sqrt{\binom{2j}{k}}\;|j,\,j-k\rangle.\tag{9}$$

For $J=j_1+j_2$ the only product state with projection $J$ is $|j_1j_1\rangle|j_2j_2\rangle$, and the Condon–Shortley convention sets $|JJ\rangle$ equal to it with sign $+1$. Apply $J_-^K=(J_{1-}+J_{2-})^K$. The two operators commute, so the binomial theorem holds, and (9) is used on both sides:

$$K!\sqrt{\binom{2J}{K}}|J,J-K\rangle=\sum_k\frac{K!}{k!\,(K-k)!}\;k!\sqrt{\binom{2j_1}{k}}\;(K-k)!\sqrt{\binom{2j_2}{K-k}}\;|j_1,j_1-k\rangle|j_2,j_2-K+k\rangle.$$

The factorials outside the roots cancel. With $k=j_1-m_1$, $K-k=j_2-m_2$, $K=J-M$,

$$\langle j_1m_1;j_2m_2|JM\rangle=\sqrt{\binom{2j_1}{j_1-m_1}\binom{2j_2}{j_2-m_2}\Big/\binom{2J}{J-M}}.\tag{10}$$

Put $j_1=l$, $j_2=L-l$, $m_1=m$, $m_2=M-m$ and write the square out:

$$\frac{(2l)!}{(l+m)!(l-m)!}\cdot\frac{(2L-2l)!}{(L-l+M-m)!(L-l-M+m)!}\cdot\frac{(L+M)!(L-M)!}{(2L)!}.$$

The factors that depend on $m$ or $M$ are those of (8), and the rest is $(2l)!(2L-2l)!/(2L)!=1/\binom{2L}{2l}$. Both roots are positive, and (3) follows. Normalisation of $|LM\rangle$ then requires $\sum_mT^2=\binom{2L}{2l}$. This is Vandermonde's identity, the coefficient of $s^{2l}$ in $(1+s)^{L+M}(1+s)^{L-M}=(1+s)^{2L}$. For $L=2$, $l=1$ the factor is $2.44949$, and $T=2=2.44949\times0.81650$ for $M=m=0$. Using the bare coefficients in (2) would make the cross term too small by that factor.

**Why this coupling appears.** Let $F_M$ be the part of $R_{LM}(\mathbf a+\mathbf b)$ of degree $l$ in $\mathbf a$ and $L-l$ in $\mathbf b$. The equation $\nabla_a^2R_{LM}(\mathbf a+\mathbf b)=0$ holds degree by degree, and so does its twin in $\mathbf b$. By the argument above (7), $F_M$ is therefore a combination of products $R_{lm}(\mathbf a)R_{L-l,\mu}(\mathbf b)$. Further, $(\mathbf L_a+\mathbf L_b)f(\mathbf a+\mathbf b)=-i(\mathbf a+\mathbf b)\times\nabla f=(\mathbf Lf)(\mathbf a+\mathbf b)$, and these operators preserve both degrees, so the $F_M$ obey (1) under the total angular momentum. The product space $l\otimes(L-l)$ contains the multiplet $L$ once, as its largest member. Hence $F_M$ is the stretched combination times one constant for all $M$. At $M=L$ the Clebsch–Gordan coefficient is 1 while $T^{LL}_{ll}=\sqrt{\binom{2L}{2l}}$, which identifies the constant. Couplings to lower rank, such as $\mathbf a\times\mathbf b$ and $\mathbf a\cdot\mathbf b$ in $1\otimes1$, cannot occur.

## 6. Shifting multipole moments

For a charge density $\rho$ with $\int|\rho|\,(1+r^L)\,d^3r$ finite, so that all moments up to rank $L$ exist, define

$$Q_{LM}(\mathbf O)=\int\rho(\mathbf r)\,R_{LM}(\mathbf r-\mathbf O)\,d^3r.$$

$Q_{00}$ is the total charge $q$ and $Q_{10}$ the $z$ component of the dipole. About a new origin $\mathbf O+\mathbf d$ the argument is $(\mathbf r-\mathbf O)+(-\mathbf d)$. Take $\mathbf a=\mathbf r-\mathbf O$, $\mathbf b=-\mathbf d$ in (2) and integrate the finite sum term by term:

$$Q_{LM}(\mathbf O+\mathbf d)=\sum_{l,m}T^{LM}_{lm}\,Q_{lm}(\mathbf O)\,R_{L-l,M-m}(-\mathbf d).\tag{11}$$

The origin moves with the charge held fixed, and homogeneity gives $R_{k\mu}(-\mathbf d)=(-1)^kR_{k\mu}(\mathbf d)$. Moving the charge by $\mathbf d$ with the origin fixed replaces $-\mathbf d$ by $+\mathbf d$. If moments are defined with $R^*_{LM}$, (11) holds with $R^*$ on the right, since $T$ is real.

Rank $L$ at the new origin needs only ranks up to $L$ at the old one, so (11) is exact for any $\mathbf d$. Two successive shifts yield the integral of $\rho\,R_{LM}(\mathbf r-\mathbf O-\mathbf d_1-\mathbf d_2)$, which is the single shift by $\mathbf d_1+\mathbf d_2$. The rule covers traceless moments only. The radial moment $S=\int\rho\,|\mathbf r-\mathbf O|^2$ is not among them, since $\nabla^2r^2=6\neq0$; expanding the square gives its own rule, $S'=S-2\,\mathbf d\cdot\mathbf p+q\,d^2$, with $\mathbf p$ the dipole vector.

We have derived the translation formula (2), identified its coefficients with stretched Clebsch–Gordan coefficients in (3), and obtained the exact shift rule (11) for multipole moments. It remains to find which moments are independent of the origin, to see how the choice of origin affects the truncated potential, and to apply the rule to water.

Numbers in the example were calculated in double precision.
